# Epitaxial regrowth against random nucleation in amorphous silicon

## Question

Ion implantation has left a thick amorphous silicon layer on a (100) silicon crystal. During annealing a flat epitaxial front starts from the crystal at time $t=0$ and moves into the layer, $z>0$, with speed $v$. Meanwhile, random crystal grains nucleate in the remaining amorphous material at a rate $I$ per unit volume and time. Assume that

- the temperature is constant during the anneal, and nucleation is steady from $t=0$ and uniform in the bulk;
- each grain grows as a sphere, at the same speed $v$ as the front, until it meets other crystal;
- $v=v_0e^{-E_g/kT}$ and $I=I_0e^{-E_n/kT}$, with $E_g=2.7$ eV, $E_n=5.3$ eV and constant prefactors.

At 600 °C take $v=1$ nm/s and $I=3\times10^{7}$ cm$^{-3}$s$^{-1}$. The two temperatures of interest are 600 °C (873.15 K) and 700 °C (973.15 K), for which the values of $1/kT$ differ by 1.3657 eV$^{-1}$.

**(a)** Find the probability $S(z)$ that a point at depth $z$ is crystallized by the front and not by a grain. Identify the length $L$ that governs it.

**(b)** Find the mean epitaxial thickness in terms of $L$.

**(c)** By what factor does $L$ change when the anneal is done at 600 °C instead of 700 °C?

**(d)** Evaluate $L$ and the time the front needs to cross it at both temperatures.

**(e)** The amorphous layer is now 1 µm thick, with a free surface that causes no nucleation of its own. How likely is a point on the surface to be epitaxial?

**(f)** Suppose nucleation starts only after an incubation time $\tau$, which is 1 h at 600 °C and varies with temperature as $1/v$. What happens to the mean epitaxial thickness of a thick layer, and to its ratio between the two temperatures?

**(g)** The front now runs sideways through a film of thickness $h=0.1$ µm. Find the new competition length and its temperature ratio.

## Model answers

### (a) Survival probability

The front reaches the point $P$ at depth $z$ at time $t=z/v$. A grain born at time $s$, a distance $\rho$ from $P$, can arrive at $s+\rho/v$. It wins if

$$\rho<v(t-s).$$

The dangerous nuclei of time $s$ therefore lie in a ball of radius $v(t-s)$ around $P$. The lowest point of this ball is at depth $z-v(t-s)=vs$, which is where the front stands at time $s$. The whole ball is ahead of the front.

Part of the ball may already be occupied by grains, where no new nucleus can form. Counting fictitious nuclei there does no harm. Let a real grain, born at $Q_0$ at time $s_0$, cover the point $Q$ by time $s$, so that $s\ge s_0+|QQ_0|/v$. A fictitious nucleus at $Q$ would reach $P$ at

$$s+\frac{|PQ|}{v}\ \ge\ s_0+\frac{|QQ_0|+|PQ|}{v}\ \ge\ s_0+\frac{|PQ_0|}{v},$$

by the triangle inequality. The real grain is there no later. The same inequality deals with obstruction: a grain that blocks the straight path of another grain, or of the front, also reaches $P$ no later than the one it blocks. This argument needs equal speeds.

Nuclei may thus be counted as independent random events in the full ball. Their expected number is

$$N=\int_0^t I\,\frac{4\pi}{3}v^3(t-s)^3\,ds=\frac{4\pi}{3}Iv^3\,\frac{t^4}{4}=\frac{\pi}{3}Iv^3t^4 .$$

Inserting $t=z/v$ gives $N=(\pi/3)Iz^4/v$. The Poisson probability of finding no such nucleus is $e^{-N}$, hence

$$S(z)=\exp\!\left[-\frac{\pi}{3}\left(\frac{z}{L}\right)^4\right],\qquad L=\left(\frac{v}{I}\right)^{1/4}.$$

The ratio $v/I$ has the unit (µm/s)/(µm$^{-3}$s$^{-1}$) = µm$^4$, as it should. The fourth power makes the transition sharp: well below $L$ nearly everything is epitaxial, and well above $L$ almost nothing is.

### (b) Mean epitaxial thickness

Follow one line normal to the front. If a grain reaches depth $z$ before the front, it reaches $z+\delta$ after at most a further time $\delta/v$, which is the time the front also needs. The front does not regain the line. The epitaxial thickness on the line therefore exceeds $z$ with probability $S(z)$, and its mean is

$$\bar z=\int_0^\infty z\left(-\frac{dS}{dz}\right)dz=\int_0^\infty S(z)\,dz ,$$

where the boundary term $zS$ of the integration by parts vanishes at both ends. Substitute $w=(\pi/3)(z/L)^4$, so that $z=L(3w/\pi)^{1/4}$ and $dz=\tfrac14L(3/\pi)^{1/4}w^{-3/4}dw$:

$$\bar z=L\left(\frac{3}{\pi}\right)^{1/4}\frac14\int_0^\infty w^{-3/4}e^{-w}\,dw
=L\left(\frac{3}{\pi}\right)^{1/4}\frac14\,\Gamma\!\left(\tfrac14\right)
=\Gamma\!\left(\tfrac54\right)\left(\frac{3}{\pi}\right)^{1/4}L .$$

The numerical factor is 0.896. The length $L$ is thus close to the average distance at which random grains stop the front.

### (c) Temperature ratio

Insert the two rate laws:

$$L=\left(\frac{v_0}{I_0}\right)^{1/4}\exp\!\left(\frac{E_n-E_g}{4kT}\right).$$

The effective energy is $(5.3-2.7)/4=0.650$ eV, and the exponent is positive, so $L$ grows on cooling. The prefactors cancel in the ratio:

$$\frac{L(600\,^\circ\mathrm C)}{L(700\,^\circ\mathrm C)}=\exp(0.650\times1.3657)=\exp(0.8877)=2.43 .$$

The competition length is about 2.4 times longer at 600 °C. The rates themselves show why. Going from 700 to 600 °C slows growth by a factor of 39.94 but nucleation by a factor of 1392. Their quotient is 34.8, and its fourth root is 2.43. Had the two activation energies been equal, $L$ would not depend on temperature; with $E_n<E_g$ it would shrink on cooling.

A simulation with 4000 random sets of nuclei at each temperature, comparing arrival times along a line, gives a ratio of mean thicknesses of 2.43 with a sampling error of about 0.015, in agreement with the formula.

### (d) Lengths and times

At 600 °C, $v=10^{-3}$ µm/s and $I=3\times10^{-5}$ µm$^{-3}$s$^{-1}$, so

$$L=\left(\frac{10^{-3}}{3\times10^{-5}}\right)^{1/4}\ \text{µm}=(33.3)^{1/4}\ \text{µm}=2.40\ \text{µm}.$$

At 700 °C, $L=2.40/2.43=0.99$ µm. The mean epitaxial thicknesses are 2.15 µm and 0.89 µm.

The front crosses $L$ in $L/v\approx2400$ s at 600 °C and in about 25 s at 700 °C, where $v=39.9$ nm/s. The longer length is paid for with an anneal about 100 times longer, because the distance is 2.4 times greater and the speed 40 times lower.

### (e) Surface of a 1 µm layer

For a point on the free surface at depth $d$, the plane of the surface cuts each ball of part (a) through its centre. Half of the ball lies outside the silicon and contributes no nuclei. The straight paths used in part (a) stay inside the layer, so the argument holds with half the expected number:

$$S_{\rm surface}=\exp\!\left[-\frac{\pi}{6}\left(\frac{d}{L}\right)^4\right].$$

With $d=1$ µm, $(d/L)^4=d^4I/v$ is 0.030 at 600 °C and 1.05 at 700 °C. The exponents are $-0.016$ and $-0.55$, and the probabilities are 0.98 and 0.58. A change of $L$ by a factor of 2.4 has turned a nearly complete epitaxial surface into one with about 42 % random grains. The front crosses the layer in 1000 s at 600 °C and in 25 s at 700 °C.

### (f) Incubation

Until time $\tau$ the front advances without competition and covers the distance $v\tau$. From then on the situation is that of part (a), with the front starting at depth $v\tau$. Hence

$$\bar z=v\tau+0.896\,L .$$

Since $\tau\propto1/v$, the added distance is the same at both temperatures: $10^{-3}$ µm/s $\times$ 3600 s = 3.60 µm. The mean thicknesses become

$$3.60+2.15=5.75\ \text{µm}\ (600\,^\circ\mathrm C),\qquad 3.60+0.89=4.49\ \text{µm}\ (700\,^\circ\mathrm C),$$

and their ratio is 1.28. The factor 2.43 still applies to the part of the thickness beyond $v\tau$, but no longer to the whole. An incubation time of 181 s at 600 °C is enough to lower the ratio of the total thicknesses by 10 %.

With the 1 h incubation, the 1 µm layer of part (e) regrows completely before the first grain appears, at either temperature. The advantage of the cooler anneal found there then disappears.

### (g) Lateral growth in a thin film

When the front has travelled much farther than $h$, the dangerous region is a disc of radius $v(t-s)$ and thickness $h$. For a point at distance $x=vt$ from the start,

$$N=\int_0^tIh\,\pi v^2(t-s)^2\,ds=\frac{\pi}{3}Ihv^2t^3=\frac{\pi}{3}\left(\frac{x}{L_2}\right)^3,\qquad L_2=\left(\frac{v}{Ih}\right)^{1/3}.$$

The effective energy is now $(E_n-E_g)/3=0.867$ eV, and the ratio is $\exp(0.867\times1.3657)=3.27$. The lengths are 6.93 µm at 600 °C and 2.12 µm at 700 °C, both much larger than $h$, as the derivation requires. The factor 2.4 thus belongs to growth in a thick layer, where grains expand in three dimensions. The film result assumes a constant front speed and no nucleation at the film faces; in real films, slow-growing facets and nucleation at the faces can shorten the epitaxial distance.

### The model and real layers

The growth speed of 1 nm/s at 600 °C is a rough value for undoped (100) silicon. The nucleation rate is rougher still, but a common factor of error at both temperatures cancels in the ratio of the lengths $L$. It does not cancel in the ratio of total thicknesses when there is an incubation time. Many implanted layers are only some tenths of a micrometre thick, which is less than the $L$ found here at either temperature, though at 700 °C not always by much; in this model the competition matters more for deeper implants. The lengths and probabilities of parts (d) and (e) are values of the model, not of implanted silicon. With equal speeds and no incubation, the model stops the front near 2 µm at 600 °C and lets random grains fill half of an unseeded amorphous volume in $(3\ln2/\pi Iv^3)^{1/4}\approx0.6$ h. Clean self-implanted layers several micrometres thick have been regrown epitaxially near this temperature without random grains, and amorphous films usually take many hours to crystallize. Incubation and slower grain growth, discussed next, both shift the model in that direction.

Incubation can alter the ratio strongly. The hour assumed at 600 °C, a rough figure, reduces 2.43 to 1.28 for the total thickness; a shorter incubation has a smaller effect. The value 1.28 and the formula $\bar z=v\tau+0.896\,L$ belong to nucleation that switches on abruptly. Real transient nucleation rises gradually. With the classical form $I(t)=I\,[1+2\sum_{n\ge1}(-1)^ne^{-n^2t/\tau_K}]$ and the same time lag, $\pi^2\tau_K/6=\tau$, inserting $I(s)$ in the integral for $N$ gives mean thicknesses of about 4.3 and 2.6 µm and a ratio of about 1.7.

Random grains in silicon generally grow at a speed $u$ well below that of a (100) front, which is the fastest orientation. Replacing $v^3$ by $u^3$ in part (a) gives $N=(\pi/3)Iu^3(z/v)^4$ and the length $v/(Iu^3)^{1/4}$. For $u=0.1v$ this is $0.1^{-3/4}=5.6$ times $L$. It is an upper bound, because a slow grain can now delay the front behind it without reaching $P$ first. If $u/v$ is the same at both temperatures, the ratio 2.43 survives: $v$ and $I$ form a single length, which $u/v$ can multiply only by a fixed number. If instead the growth energy of the grains is 0.1 eV higher than that of the front, the effective energy is $(5.3+3\times2.8)/4-2.7=0.725$ eV, and the ratio becomes 2.69 when this shadowing is neglected.

Finally, the 700 °C anneal must be reached quickly. With the same growth law, a front that meets no grains advances 0.023 µm on the way to 700 °C when the heating rate is 50 K/s, but 6.8 µm when it is 10 K/min. In the second case a 1 µm layer has crystallized before the nominal temperature is reached, and the comparison at two fixed temperatures loses its meaning. The numerical output below lists the values used.

## Table of computed values

```
Temperatures: 873.15 K and 973.15 K
Activation energies, growth and nucleation: 2.7 eV and 5.3 eV
Effective energy of the length: 0.650 eV
Difference of 1/kT: 1.3657 per eV
Exponent: 0.8877
Length ratio 600 C to 700 C, formula: 2.430
Length ratio, simulation: 2.432
600 C: growth speed 1.00 nm/s
600 C: nucleation rate 3e+07 per cm3 and s
600 C: competition length 2.403 um
600 C: mean epitaxial thickness 2.153 um, simulated 2.154 um
600 C: time for front to cross L 2403 s
600 C: time to regrow 1.0 um layer 1000 s
600 C: epitaxial chance at surface of that layer 0.984
700 C: growth speed 39.94 nm/s
700 C: nucleation rate 4.18e+10 per cm3 and s
700 C: competition length 0.989 um
700 C: mean epitaxial thickness 0.886 um, simulated 0.886 um
700 C: time for front to cross L 24.76 s
700 C: time to regrow 1.0 um layer 25.04 s
700 C: epitaxial chance at surface of that layer 0.579
Growth speed ratio 700 C to 600 C: 39.94
Nucleation rate ratio 700 C to 600 C: 1392
Mean thickness over L: 0.8960
Largest error of survival law in simulation: 0.009
Nuclei drawn inside crystal, harmless: 7846 of 13321
Incubation time, 600 C and 700 C: 3600 s and 90.1 s
Thickness added by incubation: 3.60 um
Mean thickness with incubation, 600 C and 700 C: 5.75 um and 4.49 um
Thickness ratio with incubation: 1.28
Incubation at 600 C that lowers ratio by 10 percent: 181 s
Film thickness for lateral growth: 0.1 um
Film competition length, 600 C and 700 C: 6.93 um and 2.12 um
Film length ratio: 3.27
Grain speed over front speed 0.1: length factor at most 5.62
Ratio if grain growth energy is 0.1 eV higher, no shadowing: 2.69
600 C: regrown during heating at 50 K/s: 0.00046 um
600 C: regrown during heating at 10 K/min: 0.14 um
700 C: regrown during heating at 50 K/s: 0.023 um
700 C: regrown during heating at 10 K/min: 6.8 um
```
